\section*{Kick-Out Diffusion Without Self-Interstitial Sinks: The Stall in Substitutional Uptake}

\section*{Problem}

A foreign atom dissolves in a crystal as a fast interstitial $A_i$ and as an immobile substitutional atom $A_s$. It changes site by kick-out,
\begin{equation}
A_i \rightleftharpoons A_s + I ,
\end{equation}
where $I$ is a self-interstitial of the host. Let $a$, $s$ and $i$ be the concentrations of $A_i$, $A_s$ and $I$, with equilibrium values $a_e$, $S$ and $E$ at the anneal temperature. $S$ is the substitutional solubility.

The species are dilute and the temperature is constant. An outside source holds $a=a_e$. Self-interstitials have no sinks, do not cluster and cannot leave the region. Vacancies are ignored at first. At the start $s=0$ and $i=E$.

\begin{enumerate}
\item Show that $s$ rises monotonically to a value near $\sqrt{SE}$ when $S\gg E$, and find the leading correction.
\item Show that the final value is the same in a region where the concentrations vary in space during uptake.
\item Find how vacancies change the final value.
\item Find how long the stall lasts if weak sinks remove self-interstitials at the rate $\kappa(i-E)$ per volume.
\item Evaluate the results for $S=10^{16}$, $E=10^{11}$ and $a_e=10^{14}\ \mathrm{cm^{-3}}$ at 1273 K. The diffusivities are $D_A=10^{-4}$ and $D_I=5\times10^{-6}\ \mathrm{cm^2/s}$, and the rate constant of $A_s+I\to A_i$ is $k=10^{-12}\ \mathrm{cm^3/s}$. Then let self-interstitials escape through both faces of a 500 µm wafer, and judge whether the stall survives.
\end{enumerate}

\section*{Solution}

\subsection*{1. The stall and the approach to it}

For dilute species the chemical potential, measured from its equilibrium value, is $k_BT\ln(c/c_e)$. With $A_i$ at equilibrium its potential is zero, so the reaction balances when
\begin{equation}
k_BT\ln\frac{s}{S}+k_BT\ln\frac{i}{E}=0
\quad\Longrightarrow\quad s\,i=SE .
\label{mass}
\end{equation}
Each kick-out event makes one $A_s$ and one $I$, and the reverse event removes one of each. Nothing else changes $i$, so $i-s$ keeps its initial value:
\begin{equation}
i=E+s .
\label{cons}
\end{equation}
Inserting this in \eqref{mass} gives $s^2+Es-SE=0$. The product of the roots is negative, so there is one positive root,
\begin{equation}
s_+=-\frac E2+\sqrt{\frac{E^2}{4}+SE}.
\end{equation}
With $g=\sqrt{SE}$ and $\delta=\tfrac12\sqrt{E/S}$ we have $E/2=g\delta$, and therefore
\begin{equation}
\frac{s_+}{g}=\sqrt{1+\delta^2}-\delta=1-\delta+\frac{\delta^2}{2}+\dots
\label{root}
\end{equation}
Because $1<\sqrt{1+\delta^2}<1+\delta$, the ratio lies between $1-\delta$ and 1. For $S\gg E$ the stall is thus close to the geometric mean, and its fraction of the solubility is about $\sqrt{E/S}\ll1$. The condition matters: at $S=E$ the ratio $s_+/g$ is only 0.618.

The physical cause is the self-interstitials left behind by the uptake itself. Their supersaturation drives the reverse reaction until it cancels the forward one.

To show that $s$ reaches this value, take the net rate as forward minus reverse. The reverse rate is $k\,s\,i$. At full equilibrium the two rates are equal, so the forward rate at $a=a_e$ is $kSE$. Using \eqref{cons},
\begin{equation}
\dot s=k\left[SE-s(s+E)\right]=k(s_+-s)(s+m),\qquad m=s_++E .
\end{equation}
The factorization holds because the roots $s_+$ and $-m$ have sum $-E$ and product $-SE$. The rate is positive for $0\le s<s_+$ and zero at $s_+$, so the rise is monotonic. Moreover,
\begin{equation}
\frac{d}{dt}\ln\frac{s_+-s}{s+m}
=-\dot s\,\frac{s_++m}{(s_+-s)(s+m)}=-k(s_++m).
\end{equation}
Integrating from $s=0$, with $e(t)=\exp[-k(s_++m)t]$, gives $(s_+-s)/(s+m)=(s_+/m)e$. Solving for $s$,
\begin{equation}
s(t)=s_+\,\frac{1-e(t)}{1+(s_+/m)\,e(t)} .
\end{equation}

\subsection*{2. Concentrations that vary in space}

Let $r=k\,(SE\,a/a_e-s\,i)$ be the local net kick-out rate. With $A_s$ immobile,
\begin{equation}
\partial_t a=D_A\nabla^2a-r,\qquad
\partial_t s=r,\qquad
\partial_t i=D_I\nabla^2 i+r .
\label{pde}
\end{equation}
Subtracting the second equation from the third removes $r$. Integrating over the region then leaves the flux of $I$ through the boundary, which is zero here. The volume average of $i-s$ therefore stays at $E$.

In a steady state $r=0$, so $\nabla^2a=0$ and $\nabla^2i=0$. The source fixes $a=a_e$ on its part of the boundary and no $A_i$ crosses the rest, so $a=a_e$ everywhere. With no flux of $I$ at the boundary, $i$ is uniform. Then $s=SE/i$ is uniform too, and the conserved average gives $i-s=E$ at each point. The final value is again $s_+$.

\subsection*{3. Vacancies}

Let $v$ be the vacancy concentration, with equilibrium and initial value $v_e$. Like the self-interstitials, vacancies are given no source or sink and cannot enter or leave the region. Two reactions are added: $A_i+V\rightleftharpoons A_s$ and $I+V\rightleftharpoons0$. The changes in $(s,i,v)$ per event are $(1,1,0)$ for kick-out, $(1,0,-1)$ for vacancy filling and $(0,-1,-1)$ for recombination. The combination $s-i+v$ is unchanged by all three, hence
\begin{equation}
s-i+v=v_e-E .
\end{equation}
At the end of the reactions $i=SE/s$. Vacancy filling balances when $v/v_e=s/S$, which also gives $iv=Ev_e$, as recombination requires. Substituting both and multiplying by $s$,
\begin{equation}
\left(1+\frac{v_e}{S}\right)s^2+(E-v_e)\,s-SE=0 .
\end{equation}
If $E$ and $v_e$ are both much smaller than $g$, the linear term is small and $s\approx g$. If instead $g\ll v_e\ll S$, the first two terms dominate and $s\approx v_e$: the vacancies already present supply the sites. For $S\gg E$, the geometric mean therefore also needs $v_e\ll g$.

\subsection*{4. Weak sinks}

Let the sinks be uniform and slow compared with kick-out, so that $i=SE/s$ holds at each moment. Kick-out does not change $i-s$, but sinks do:
\begin{equation}
\frac{d}{dt}(i-s)=-\kappa(i-E).
\end{equation}
Since $di/dt=-(SE/s^2)\,\dot s$, this becomes
\begin{equation}
\left(1+\frac{SE}{s^2}\right)\dot s=\kappa E\,\frac{S-s}{s}.
\label{sink}
\end{equation}
Separating variables and splitting the fraction,
\begin{equation}
\kappa E\,dt=\frac{s^2+SE}{s(S-s)}\,ds
=\left[-1+\frac Es+\frac{S+E}{S-s}\right]ds .
\end{equation}
Over the common denominator the bracket has numerator $-s(S-s)+E(S-s)+(S+E)s=s^2+SE$, as needed. The time to go from $s_+$ to $s_1$ is
\begin{equation}
t=\frac1{\kappa E}\left[-(s_1-s_+)+E\ln\frac{s_1}{s_+}+(S+E)\ln\frac{S-s_+}{S-s_1}\right].
\label{time}
\end{equation}
Close to the stall, $s\approx g$ makes the bracket on the left of \eqref{sink} equal to 2 and the right side about $\kappa g$. A small fractional rise $\eta$ thus takes $t\approx2\eta/\kappa$. Reaching $S/2$ takes about $(\ln2-\tfrac12)S/(\kappa E)$, which is longer by a factor of order $S/E$. Weak sinks end the stall early but restore full solubility late.

\subsection*{5. Numbers}

\paragraph{The ideal stall.} The geometric mean is $g=\sqrt{10^{16}\times10^{11}}=3.162\times10^{13}\ \mathrm{cm^{-3}}$ and $\delta=\tfrac12\sqrt{10^{-5}}=0.0016$. Equation \eqref{root} gives $s_+=3.157\times10^{13}\ \mathrm{cm^{-3}}$, or $3.157\times10^{19}\ \mathrm{m^{-3}}$. This is 0.32 percent of the solubility. The self-interstitials stand at $i/E=317$. The local relaxation time $1/[k(s_++m)]$ is 16 ms, so in a wafer transport sets the pace.

Equations \eqref{pde} were also integrated for a wafer whose faces admit $A_i$ but block $I$, without imposing the conservation law. After 1000 s the relative deviation of $s$ from $s_+$ was below $10^{-7}$ everywhere, at the level of the integration error.

\paragraph{Escape through the faces.} Now let both faces hold $i=E$ as well as $a=a_e$. With half-thickness $L=0.025$ cm, the diffusion times are $L^2/D_A\approx6$ s for the metal and $L^2/D_I=125$ s for self-interstitials. The wafer starts with $a=0$, and the early rows depend on this: starting from $a=a_e$ gives $s/s_+=0.96$ at 5 s and 1.01 at 20 s. The computed mid-plane values are

\begin{center}
\begin{tabular}{rcc}
time (s) & $s$ ($\mathrm{cm^{-3}}$) & $s/s_+$\\
5 & $2.58\times10^{13}$ & 0.82\\
10 & $2.98\times10^{13}$ & 0.94\\
20 & $3.11\times10^{13}$ & 0.99\\
60 & $3.82\times10^{13}$ & 1.21\\
300 & $8.02\times10^{13}$ & 2.54\\
3600 & $2.95\times10^{14}$ & 9.35
\end{tabular}
\end{center}

Doubling the number of mesh cells moved these values by at most 0.02 percent. At mid-plane the stall survives as a shoulder near 20 s, not as a long plateau, because the two diffusion times differ only by a factor of 20. Nearer the faces, where $i$ is held at $E$, escape acts sooner and $s$ rises past $s_+$ earlier.

The late growth can be understood from \eqref{pde}. When $s\gg i\gg E$, the storage of $I$ is negligible and $\partial_t s\approx-D_I\,\partial_x^2(SE/s)$. A solution $s=\sqrt t\,f(x)$ makes both sides proportional to $t^{-1/2}$. This predicts growth by $\sqrt{12}=3.5$ between 300 and 3600 s; the computed factor is 3.7. At 300 s the ratio $s/i=s^2/(SE)$ is only about 6, so the limit is not yet fully reached.

\paragraph{Dislocations.} Give each dislocation, at density $\rho$, a cylinder of radius $R$ with $\pi R^2\rho=1$, and let it absorb at radius $r_0\ll R$. Let $c=i-E$ be the excess, lost at a nearly uniform rate $q$ per volume. Then $D_I(rc')'/r=-q$ with $c'(R)=0$ and $c(r_0)=0$ gives
\begin{equation}
c=\frac{q}{2D_I}\left[R^2\ln\frac r{r_0}-\frac{r^2-r_0^2}{2}\right],
\qquad
\bar c\approx\frac{qR^2}{2D_I}\left[\ln\frac R{r_0}-\frac34\right],
\end{equation}
where $\bar c$ is the average over the cylinder. Hence $\kappa=q/\bar c=2\pi\rho D_I/[\ln(R/r_0)-3/4]$. This is an estimate, since it replaces local absorption by a uniform sink and leaves kick-out out of the profile.

For $r_0=1$ nm and $\rho=10^2\ \mathrm{cm^{-2}}$, $\kappa=2.5\times10^{-4}\ \mathrm{s^{-1}}$. A 10 percent rise takes $0.2/\kappa\approx800$ s, so escape through the faces acts first. At $10^4\ \mathrm{cm^{-2}}$ the same rise takes about 6.5 s, comparable with the filling time, and the shoulder should be blurred. Reaching $S/2$ would still take about $6\times10^5$ s by \eqref{time}.

\paragraph{Other neglected effects.} For $v_e=10^{11}$, $10^{13}$ and $10^{14}\ \mathrm{cm^{-3}}$ the final values are $3.16\times10^{13}$, $3.69\times10^{13}$ and $1.08\times10^{14}\ \mathrm{cm^{-3}}$. The middle case lies 17 percent above $s_+$; the last is set mainly by the vacancies.

The supersaturation gives a driving force for clustering of $k_BT\ln317=0.63$ eV per self-interstitial, against $k_BT=0.11$ eV. The model does not say whether clusters nucleate. If they exist, diffusion to spheres of radius $b$ and density $N$ gives $\kappa=4\pi bND_I$. With $b=10$ nm, about $1.6\times10^8$ clusters per $\mathrm{cm^3}$ would raise $s$ by 10 percent in 20 s.

If the host is otherwise undoped, each $A_s$ carries one charge and the intrinsic carrier density is $n=10^{19}\ \mathrm{cm^{-3}}$, neutrality shifts the Fermi level by $k_BT\,\mathrm{arcsinh}(s/2n)$. Even at $s=S$ this is $5.5\times10^{-5}$ eV, far below $k_BT$, so constant $S$ and $E$ are reasonable in this respect.

\paragraph{The real case.} The parameters are round values loosely modelled on gold in dislocation-free silicon near 1000 °C. $E$, $v_e$, $a_e$ and $D_A$ are much less certain than $S$; a tenfold larger $E$ would raise the stall by about $\sqrt{10}$. The shoulder in the open wafer also relies on a fast supply of metal, which depends on both $D_A$ and $a_e$: if $D_A$ were comparable to $D_I$, or $a_e$ far below $s_+$, filling and escape would overlap and the shoulder would disappear. Gold may well lie in that case. Some estimates put $D_A$ for interstitial gold near $7\times10^{-6}\ \mathrm{cm^2/s}$ at this temperature, and the product $D_IE$ several times above the value used here. With $D_A=7\times10^{-6}\ \mathrm{cm^2/s}$, $E=7\times10^{11}$ and $a_e=2\times10^{14}$ or $7.6\times10^{14}\ \mathrm{cm^{-3}}$, the mid-plane passes $s_+$ with no shoulder. The shoulder found above belongs to a metal as fast as $D_A=10^{-4}\ \mathrm{cm^2/s}$ and is not a prediction for gold. A real wafer can also lose self-interstitials through its faces: in this model its mid-plane then reaches 9.3 times the ideal stall after an hour. The stall also concerns substitutional atoms alone. Here $a_e$ exceeds $s_+$ about threefold, so a measurement of total metal, or one made after interstitial metal has changed site during cooling, need not show $s_+$. The full set of values is in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Solubility S = 1.00e+16 cm^-3
Equilibrium self-interstitials E = 1.00e+11 cm^-3
Interstitial metal, held at 1.00e+14 cm^-3
D of interstitial metal = 1.0e-04 cm2/s
D of self-interstitials = 5.0e-06 cm2/s
Back-reaction constant = 1.0e-12 cm3/s
Wafer thickness = 500 um
Temperature = 1273 K
Geometric mean g = 3.1623e+13 cm^-3
Stall concentration s_plus = 3.1573e+13 cm^-3
s_plus/g = 0.99842
s_plus/S = 0.316 percent
Self-interstitials at stall I/E = 316.7
S/E = 1e+00: free-energy minimum s/g = 0.61803
S/E = 1e+02: free-energy minimum s/g = 0.95125
S/E = 1e+04: free-energy minimum s/g = 0.99501
S/E = 1e+06: free-energy minimum s/g = 0.99950
Well-mixed relaxation time = 15.81 ms
Closed wafer, 1000 s: mean s = 3.1573e+13 cm^-3
Closed wafer: largest deviation from s_plus = 4.4e-09
Open wafer, mid-plane, 5 s: s = 2.581e+13 cm^-3 = 0.818 s_plus
Open wafer, mid-plane, 10 s: s = 2.976e+13 cm^-3 = 0.942 s_plus
Open wafer, mid-plane, 20 s: s = 3.114e+13 cm^-3 = 0.986 s_plus
Open wafer, mid-plane, 60 s: s = 3.821e+13 cm^-3 = 1.210 s_plus
Open wafer, mid-plane, 300 s: s = 8.017e+13 cm^-3 = 2.539 s_plus
Open wafer, mid-plane, 3600 s: s = 2.951e+14 cm^-3 = 9.348 s_plus
Open wafer: largest mesh shift, 40 to 80 cells = 0.02 percent
Vacancies V_eq = 1e+11 cm^-3: end value s = 3.1623e+13 cm^-3
Vacancies V_eq = 1e+13 cm^-3: end value s = 3.6937e+13 cm^-3
Vacancies V_eq = 1e+14 cm^-3: end value s = 1.0807e+14 cm^-3
Dislocation capture radius = 1.0 nm
Dislocations 1e+02 cm^-2: sink rate = 2.51e-04 1/s
  time to 1.1 s_plus = 798 s; to S/2 = 7.68e+07 s
Dislocations 1e+04 cm^-2: sink rate = 3.08e-02 1/s
  time to 1.1 s_plus = 6.51 s; to S/2 = 6.27e+05 s
kT = 0.1097 eV
Driving force for clustering = 0.632 eV per self-interstitial
Clusters of radius 10 nm raising s by 10 percent in 20 s: 1.60e+08 cm^-3
Intrinsic carriers = 1.0e+19 cm^-3
Fermi-level shift, all A_s singly charged: 1.7e-07 eV at stall, 5.5e-05 eV at S
\end{verbatim}
